# Why a protruding CO molecule on Cu(111) can look like a hole: a program that tests the result

```python
"""
Result under test: a constant-current STM image follows electron density.
A compact adsorbate multiplies the vacuum wave exp(-kappa z) by
    g = 1 + (f/s) exp(-kappa (s-d)),    f = 1/(kappa-kappa_b),
so a protruding molecule with a level below the Fermi energy can look low.
kappa: vacuum decay constant at the Fermi energy (1/nm)
kappa_b: decay constant of the adsorbate level (1/nm)
f: scattering amplitude (nm); s: distance from scatterer to tip centre (nm)
d: vertical part of s (nm); rho: lateral distance (nm)
Energies are in eV. Material-like inputs are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import (eval_legendre, spherical_in, spherical_jn,
                           spherical_kn)

# 2m/hbar^2 in 1/(eV nm^2)
K2_PER_EV = 2 * const.m_e * const.e / const.hbar**2 * 1e-18

work_function = 4.9
filled_below_fermi = 8.5
empty_above_fermi = 2.0
centre_height = 0.24
oxygen_height = 0.30
tip_height = 0.70
metal_edge = 0.104       # half a layer spacing above the top nuclei
surface_state_k = 2.1    # 1/nm
fermi_energy_metal = 7.0


def decay(binding):
    return np.sqrt(K2_PER_EV * binding)


def amplitude(kap, kap_b):
    return 1 / (kap - kap_b)


def wave_ratio(rho, d, f, kap):
    s = np.hypot(rho, d)
    return 1 + f / s * np.exp(-kap * (s - d))


def apparent_height(rho, d0, f, kap):
    """Outer constant-density contour relative to the bare surface."""
    def mismatch(dz):
        return kap * dz - np.log(abs(wave_ratio(rho, d0 + dz, f, kap)))
    return brentq(mismatch, -0.1, 0.2)


def sphere_ratio(extra, radius, rho, d, kap, lmax=12):
    """Partial waves for a sphere with potential 'extra' (eV)."""
    s = np.hypot(rho, d)
    inside2 = kap**2 + K2_PER_EV * extra
    q = np.sqrt(abs(inside2))
    inside = spherical_in if inside2 > 0 else spherical_jn
    scattered = 0.0
    for l in range(lmax + 1):
        slope = q * inside(l, q*radius, True) / inside(l, q*radius)
        x = kap * radius
        b = ((kap * spherical_in(l, x, True) - slope * spherical_in(l, x))
             / (slope * spherical_kn(l, x) - kap * spherical_kn(l, x, True)))
        scattered += ((2*l + 1) * (-1)**l * b * spherical_kn(l, kap*s)
                      * eval_legendre(l, d / s))
    return 1 + scattered * np.exp(kap * d)


def well_with_level(radius, kap_b):
    """Square-well potential (eV) whose lowest s level has decay kap_b."""
    x = brentq(lambda y: y*np.cos(y) + kap_b*radius*np.sin(y),
               np.pi/2, np.pi)
    return -((x / radius)**2 + kap_b**2) / K2_PER_EV


def grid_ratio(extra, radius, kap, step=0.008):
    """Finite differences for g in cylindrical coordinates."""
    nr, nz = round(0.904 / step), round(1.0 / step)
    r = (np.arange(nr) + 0.5) * step
    z = -0.4 + (np.arange(nz) + 1) * step
    up = (r + step/2) / (r * step**2)
    down = (r - step/2) / (r * step**2)
    radial = diags([down[1:], -(up + down), up[:-1]], [-1, 0, 1])
    main = np.full(nz, -2 / step**2)
    main[-1] += 1 / step**2 - 2 * kap / (2 * step)
    low = np.full(nz - 1, 1 / step**2 + kap / step)
    high = np.full(nz - 1, 1 / step**2 - kap / step)
    axial = diags([low, main, high], [-1, 0, 1])
    offsets = ((np.arange(10) + 0.5) / 10 - 0.5) * step
    filled = np.zeros((nz, nr))
    for dr in offsets:
        for dz in offsets:
            hit = (z[:, None] + dz)**2 + (r[None, :] + dr)**2 < radius**2
            filled += hit * (r + dr)[None, :] / r[None, :] / 100
    potential = (K2_PER_EV * extra * filled).ravel()
    operator = (kron(axial, identity(nr)) + kron(identity(nz), radial)
                - diags(potential))
    change = spsolve(operator.tocsc(), potential)
    return r, z, 1 + change.reshape(nz, nr)


kappa = decay(work_function)
kappa_filled = decay(work_function + filled_below_fermi)
kappa_empty = decay(work_function - empty_above_fermi)
f_filled = amplitude(kappa, kappa_filled)
f_empty = amplitude(kappa, kappa_empty)
d0 = tip_height - centre_height

# Tip tunnelling integral over a plane between molecule and tip.
plane = 0.55 * d0


def tip_integrand(rho):
    r = np.hypot(rho, plane)
    t = np.hypot(rho, d0 - plane)
    chi = np.exp(-kappa*t) / t
    chi_z = (kappa + 1/t) * chi * (d0 - plane) / t
    out = np.exp(-kappa*r) / r
    psi = np.exp(-kappa*plane) + f_filled * out
    psi_z = (-kappa*np.exp(-kappa*plane)
             - f_filled * (kappa + 1/r) * out * plane / r)
    return 2*np.pi*rho * (chi*psi_z - psi*chi_z)


tip_integral = quad(tip_integrand, 0, 4, epsabs=1e-12, limit=200)[0]
psi_tip = np.exp(-kappa*d0) * wave_ratio(0, d0, f_filled, kappa)
assert abs(tip_integral / (-4*np.pi*psi_tip) - 1) < 1e-5

# Differential equation against partial waves, both signs of potential.
grid_errors = []
for extra in (20.0, -10.0):
    r, z, g = grid_ratio(extra, 0.10, kappa)
    row = np.argmin(abs(z - 0.4))
    for col in (0, 12, 25):
        exact = sphere_ratio(extra, 0.10, r[col], z[row], kappa)
        grid_errors.append(abs(g[row, col] - exact))
    if extra > 0:
        assert g.min() > 0 and g.max() < 1 + 1e-8
    else:
        assert g.min() > 1 - 1e-8 and g[row, 0] > 1.1
# Tolerance covers second-order grid error at the sphere boundary.
assert max(grid_errors) < 0.02

# Shrinking wells at fixed level must approach the zero-range result.
for kap_b in (kappa_filled, kappa_empty):
    f = amplitude(kappa, kap_b)
    errors = []
    for radius in (0.001, 0.0005):
        well = well_with_level(radius, kap_b)
        value = sphere_ratio(well, radius, 0.1, d0, kappa, 6)
        errors.append(abs(value - wave_ratio(0.1, d0, f, kappa)))
    assert errors[0] < 0.02 and 1.8 < errors[0] / errors[1] < 2.2

# A pi-type wave obeys the vacuum equation and vanishes on the axis.
X, Y, Z, K = sp.symbols("X Y Z K", positive=True)
R = sp.sqrt(X**2 + Y**2 + Z**2)
pi_wave = sp.diff(sp.exp(-K*R) / R, X)
residual = sum(sp.diff(pi_wave, v, 2) for v in (X, Y, Z)) - K**2*pi_wave
point = {X: 0.3, Y: 0.4, Z: 0.7, K: 1.3}
assert abs(float(residual.subs(point))) < 1e-9
assert pi_wave.subs(X, 0) == 0

# Contour depth, feedback correction and width.
g0 = wave_ratio(0, d0, f_filled, kappa)
first_depth = np.log(g0) / kappa
newton_depth = first_depth / (1 + f_filled / (kappa * d0**2 * g0))
depth = apparent_height(0, d0, f_filled, kappa)
bump = apparent_height(0, d0, f_empty, kappa)
assert depth < 0 < bump
assert abs(newton_depth / depth - 1) < 0.03


def half_radius(f):
    centre = apparent_height(0, d0, f, kappa)
    return brentq(lambda rho: apparent_height(rho, d0, f, kappa)
                  - centre / 2, 0, 0.8)


width_estimate = np.sqrt(2*d0*np.log(2) / (kappa + 1/d0))
# The estimate drops higher powers of rho/d, hence a few per cent.
assert abs(half_radius(f_filled / 10) / width_estimate - 1) < 0.06
taller_depth = apparent_height(0, d0 - 0.05, f_filled, kappa)
assert taller_depth < depth

# Neglected effects, evaluated at the bare-surface tip height.
q_ring = np.hypot(kappa, surface_state_k)
ring_ratio = (1 + f_filled/d0 * np.exp((q_ring - kappa)*d0))**2
z_edge = tip_height - metal_edge
k_max = decay(fermi_energy_metal)


def state_density(k, with_molecule):
    q = np.hypot(kappa, k)
    g = 1 + with_molecule * f_filled/d0 * np.exp((q - kappa)*d0)
    return k * np.exp(-2*(q - kappa)*z_edge) * g**2


average_ratio = (quad(state_density, 0, k_max, args=(1,))[0]
                 / quad(state_density, 0, k_max, args=(0,))[0])
gap = centre_height - metal_edge
reflection = np.exp(-2*kappa*gap) / (2*gap)
reflection_sum = quad(lambda k: k / np.hypot(kappa, k)
                      * np.exp(-2*gap*np.hypot(kappa, k)), 0, 300,
                      limit=200)[0]
assert abs(reflection_sum / reflection - 1) < 1e-6
reflection_in_f = reflection * abs(f_filled)
reflection_at_tip = np.exp(-2*kappa*gap) * d0 / (d0 + 2*gap)

kap_bias = decay(work_function - 0.05)
bias_depth = apparent_height(0, d0, amplitude(kap_bias, kappa_filled),
                             kap_bias)
kap_low = decay(work_function - 1)
kap_b_low = decay(work_function - 1 + filled_below_fermi)
low_depth = apparent_height(0, d0, amplitude(kap_low, kap_b_low), kap_low)
repulsive = sphere_ratio(20.0, 0.10, 0, d0, kappa)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Work function (rough input)", work_function, "eV", 1)
show("Filled level below E_F (rough input)", filled_below_fermi, "eV", 1)
show("Empty comparison level above E_F", empty_above_fermi, "eV", 1)
show("Molecular centre above Cu nuclei", centre_height, "nm", 2)
show("Oxygen above Cu nuclei", oxygen_height, "nm", 2)
show("Bare-surface tip centre height", tip_height, "nm", 2)
show("Scatterer-to-tip distance before feedback", d0, "nm", 2)
show("kappa at E_F", kappa, "1/nm", 2)
show("kappa_b, filled level", kappa_filled, "1/nm", 2)
show("kappa_b, empty level", kappa_empty, "1/nm", 2)
show("f, filled level", f_filled, "nm")
show("f, empty level", f_empty, "nm")
show("Wave ratio g, filled level", g0)
show("Density ratio g^2, filled level", g0**2)
show("Wave ratio g, empty level",
     wave_ratio(0, d0, f_empty, kappa))
show("Density gain needed to rise by oxygen height",
     np.exp(2*kappa*oxygen_height), "", 0)
show("First estimate of apparent height", first_depth, "nm")
show("Newton estimate of apparent height", newton_depth, "nm")
show("Apparent height, filled level", depth, "nm")
show("Apparent height, filled level", 1000*depth, "pm", 1)
show("Apparent height, empty level", bump, "nm")
show("Tip-to-oxygen distance over molecule",
     tip_height + depth - oxygen_height, "nm", 3)
show("Apparent height with centre raised 0.05 nm", taller_depth, "nm")
show("Half-depth radius, numerical", half_radius(f_filled), "nm", 3)
show("Half-depth radius, weak-scatterer estimate", width_estimate, "nm", 3)
for rho in (0.1, 0.2, 0.3, 0.4):
    show(f"Apparent height at lateral distance {rho:.1f} nm",
         apparent_height(rho, d0, f_filled, kappa), "nm")
show("Largest grid versus partial-wave error in g", max(grid_errors))
show("Surface-state wave number (rough input)", surface_state_k, "1/nm", 1)
show("Density ratio, surface-state ring", ring_ratio)
show("Metal Fermi energy (rough input)", fermi_energy_metal, "eV", 1)
show("Density ratio, free-electron average", average_ratio)
show("Metal edge above Cu nuclei (rough input)", metal_edge, "nm", 3)
show("Metal reflection, bound on relative change of 1/f",
     100*reflection_in_f, "%", 1)
show("Metal reflection, size relative to scattered wave at tip",
     100*reflection_at_tip, "%", 1)
show("Apparent height at energy 0.05 eV above E_F", bias_depth, "nm")
show("Apparent height with barrier lowered 1 eV", low_depth, "nm")
for radius in (0.02, 0.05, 0.10):
    well = well_with_level(radius, kappa_filled)
    show(f"Density ratio, well of radius {radius:.2f} nm, same level",
         sphere_ratio(well, radius, 0, d0, kappa)**2)
show("Density ratio, repulsive sphere 20 eV, radius 0.10 nm", repulsive**2)
show("Its first estimate of apparent height",
     np.log(repulsive)/kappa, "nm")
print("all good")
```

Output:

```
Work function (rough input): 4.9 eV
Filled level below E_F (rough input): 8.5 eV
Empty comparison level above E_F: 2.0 eV
Molecular centre above Cu nuclei: 0.24 nm
Oxygen above Cu nuclei: 0.30 nm
Bare-surface tip centre height: 0.70 nm
Scatterer-to-tip distance before feedback: 0.46 nm
kappa at E_F: 11.34 1/nm
kappa_b, filled level: 18.75 1/nm
kappa_b, empty level: 8.72 1/nm
f, filled level: -0.1349 nm
f, empty level: 0.3822 nm
Wave ratio g, filled level: 0.7068
Density ratio g^2, filled level: 0.4995
Wave ratio g, empty level: 1.8310
Density gain needed to rise by oxygen height: 902
First estimate of apparent height: -0.0306 nm
Newton estimate of apparent height: -0.0332 nm
Apparent height, filled level: -0.0335 nm
Apparent height, filled level: -33.5 pm
Apparent height, empty level: 0.0494 nm
Tip-to-oxygen distance over molecule: 0.366 nm
Apparent height with centre raised 0.05 nm: -0.0400 nm
Half-depth radius, numerical: 0.197 nm
Half-depth radius, weak-scatterer estimate: 0.217 nm
Apparent height at lateral distance 0.1 nm: -0.0274 nm
Apparent height at lateral distance 0.2 nm: -0.0165 nm
Apparent height at lateral distance 0.3 nm: -0.0082 nm
Apparent height at lateral distance 0.4 nm: -0.0036 nm
Largest grid versus partial-wave error in g: 0.0002
Surface-state wave number (rough input): 2.1 1/nm
Density ratio, surface-state ring: 0.4618
Metal Fermi energy (rough input): 7.0 eV
Density ratio, free-electron average: 0.3642
Metal edge above Cu nuclei (rough input): 0.104 nm
Metal reflection, bound on relative change of 1/f: 2.3 %
Metal reflection, size relative to scattered wave at tip: 2.9 %
Apparent height at energy 0.05 eV above E_F: -0.0334 nm
Apparent height with barrier lowered 1 eV: -0.0348 nm
Density ratio, well of radius 0.02 nm, same level: 0.3638
Density ratio, well of radius 0.05 nm, same level: 0.1264
Density ratio, well of radius 0.10 nm, same level: 0.9272
Density ratio, repulsive sphere 20 eV, radius 0.10 nm: 0.6829
Its first estimate of apparent height: -0.0168 nm
all good
```
